# Small-q Response of the LKT and Pauli-Gaussian Kinetic Functionals

## Problem

Two semilocal kinetic functionals have the form

$$T[n]=\int \frac{|\nabla n|^2}{4n}\,d^3r+\int \tau(n)\,\theta(s)\,d^3r,\qquad \tau(n)=\tfrac35 k_F^2 n,$$

with $k_F=(3\pi^2n)^{1/3}$ and $s=|\nabla n|/(2k_Fn)$. The first term is the von Weizsäcker energy, and $\theta$ is the Pauli factor:

- LKT: $\theta(s)=1/\cosh(1.3\,s)$;
- Pauli-Gaussian: $\theta(s)=\exp(-40s^2/27)$.

Find the static linear response that each functional gives to a uniform, spin-unpolarized gas of density $n_0$. Compare its leading $q$-dependence with that of the Lindhard function.

Rydberg units are used: a plane wave has kinetic energy $k^2$, and lengths are in bohr. The response $\chi$ is defined by $\delta n_q=\chi(q)\,v_q$, where $v$ is the total one-body potential felt by noninteracting electrons. From here on $k_F$ without an argument belongs to $n_0$, and $\eta=q/(2k_F)$.

## A tempting solution

For small $s$ both Pauli factors have the form $\theta=1-ms^2+\dots$. The von Weizsäcker integrand can be written as

$$\frac{|\nabla n|^2}{4n}=\frac{4k_F^2n^2s^2}{4n}=k_F^2n\,s^2=\tau\,\tfrac53s^2 ,$$

so the whole functional is the Thomas-Fermi energy density times $1+(\tfrac53-m)s^2$. A density wave of relative amplitude $A$ has $s$ of size $A\eta$. It is tempting to let $\eta$ take the place of $s$ and write

$$\frac{K(q)}{K(0)}=1+\left(\tfrac53-m\right)\eta^2\qquad\text{(wrong)}$$

for the inverse response $K=-1/\chi$. With $m=1.3^2/2=0.845$ for LKT and $m=40/27$ for the Gaussian, the coefficients would be $0.822$ and $5/27\approx0.185$. Lindhard's coefficient, derived below, is $1/3$. One would conclude that neither functional has the right small-$q$ response.

## Where it fails

The factor $1+(\tfrac53-m)s^2$ multiplies an energy density, but $K$ is a second derivative of the energy. The Thomas-Fermi energy and the gradient energy acquire different numerical factors when they are expanded to second order in the density wave, so their ratio changes.

The von Weizsäcker term alone exposes the error. To second order it is $|\nabla\delta n|^2/(4n_0)$, whose second derivative is $q^2/(2n_0)=2k_F^2\eta^2/n_0$. The Thomas-Fermi second derivative is

$$\frac{d^2}{dn^2}\left[\tfrac35(3\pi^2)^{2/3}n^{5/3}\right]_{n_0}=\tfrac35\cdot\tfrac53\cdot\tfrac23\,\frac{k_F^2}{n_0}=\frac{2k_F^2}{3n_0}.$$

The ratio is $3\eta^2$, whereas the tempting rule with $m=0$ gives $\tfrac53\eta^2$. The missing factor is $9/5$.

## Right solution

**From energy to response.** Minimizing $T[n]+\int vn$ at fixed particle number gives $\delta T/\delta n+v=\mu$. Linearized about $n_0$ at $q\neq0$, this reads $K(q)\,\delta n_q+v_q=0$, where $K$ is the Fourier transform of $\delta^2T/\delta n\,\delta n'$ at uniform density. Hence $\chi=-1/K$.

To obtain $K$, insert $n=n_0(1+A\cos qx)$. The first-order energy change averages to zero. The second-order change per volume is $\tfrac12K\langle\delta n^2\rangle$, and since $\langle\cos^2\rangle=\tfrac12$,

$$\Delta t=\tfrac14K(q)\,n_0^2A^2 .$$

**Expansion of the functional.** Let $t_0=\tfrac35k_F^2n_0$. The local part gives

$$\left\langle(1+A\cos qx)^{5/3}\right\rangle=1+\tfrac12\cdot\tfrac53\cdot\tfrac23\cdot\tfrac{A^2}{2}+\dots=1+\tfrac{5}{18}A^2+\dots$$

For the gradient part, $s=A\eta|\sin qx|$ to first order in $A$, so $\langle s^2\rangle=\tfrac12A^2\eta^2$. Density variations in the prefactor of $s^2$ enter at higher order than $A^2$. Therefore

$$\Delta t=t_0A^2\left[\tfrac5{18}+\tfrac12\left(\tfrac53-m\right)\eta^2\right].$$

Multiplying by $4/(n_0^2A^2)$ and taking out the factor $5/18$,

$$K(q)=\frac{10\,t_0}{9n_0^2}\left[1+\tfrac95\left(\tfrac53-m\right)\eta^2\right].$$

With $n_0=k_F^3/(3\pi^2)$ the prefactor is $2k_F^2/(3n_0)=2\pi^2/k_F$. The result is

$$\boxed{K(q)=\frac{2\pi^2}{k_F}\left(1+c\,\eta^2\right),\qquad c=3-\tfrac95m,\qquad \chi(q)=-\frac{k_F}{2\pi^2}\,\frac1{1+c\,\eta^2}}$$

This holds at every $q$, not just small $q$, provided $A\to0$ is taken first: a term $s^4$ in $\theta$ contributes to the energy at order $A^4$ and cannot enter a second derivative. The condition on $\theta$ is that its expansion starts as $1-ms^2$. A term linear in $s$ would raise or lower the energy in proportion to $|A|$, and $K$ would not exist.

**The two coefficients.** From $\cosh y=1+y^2/2+\dots$ follows $1/\cosh(1.3s)=1-0.845\,s^2+\dots$, and the Gaussian gives $1-\tfrac{40}{27}s^2+\dots$. Thus

$$c_{\rm LKT}=3-\tfrac95(0.845)=1.479,\qquad c_{\rm PG}=3-\tfrac95\cdot\tfrac{40}{27}=3-\tfrac83=\tfrac13 .$$

**Lindhard's coefficient.** In a weak potential $v_qe^{i\mathbf q\cdot\mathbf r}+\text{c.c.}$, the first-order orbital that starts from $\mathbf k$ contains $\mathbf k+\mathbf q$ and $\mathbf k-\mathbf q$ with energy denominators $k^2-|\mathbf k\pm\mathbf q|^2$. Both admixtures contribute to the density component $e^{i\mathbf q\cdot\mathbf r}$, and they contribute equally after $\mathbf k\to-\mathbf k$ in the sum. With two spins,

$$\chi_L(q)=-4\,\mathrm P\!\!\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,\frac1{q^2+2\mathbf k\cdot\mathbf q}.$$

The principal value is correct because two occupied states coupled by the potential contribute with opposite denominators and cancel, so the singular plane is approached symmetrically.

Slice the Fermi sphere perpendicular to $\mathbf q$. At $k_z=k_Fx$ the disc has area $\pi k_F^2(1-x^2)$, and the denominator is $2qk_F(x+\eta)$. Then

$$\chi_L=-\frac{4}{8\pi^3}\,\frac{\pi k_F^3}{2qk_F}\,\mathrm P\!\!\int_{-1}^1\frac{1-x^2}{x+\eta}\,dx=-\frac{k_F}{2\pi^2}F(\eta),\qquad F=\frac1{4\eta}\,\mathrm P\!\!\int_{-1}^1\frac{1-x^2}{x+\eta}\,dx ,$$

where $q=2k_F\eta$ was used. Since $1-x^2=(\eta-x)(\eta+x)+(1-\eta^2)$, the integral is $2\eta+(1-\eta^2)\ln|(1+\eta)/(1-\eta)|$, and

$$F=\frac12+\frac{1-\eta^2}{4\eta}\ln\left|\frac{1+\eta}{1-\eta}\right| .$$

For small $\eta$ the logarithm is $2(\eta+\eta^3/3+\eta^5/5+\dots)$, so

$$F=\tfrac12+\tfrac12(1-\eta^2)\left(1+\tfrac{\eta^2}3+\tfrac{\eta^4}5+\dots\right)=1-\tfrac{\eta^2}3-\tfrac{\eta^4}{15}-\dots$$

Inverting, with $\tfrac1{15}+\tfrac19=\tfrac8{45}$,

$$-\frac1{\chi_L}=\frac{2\pi^2}{k_F}\left(1+\tfrac13\eta^2+\tfrac8{45}\eta^4+\dots\right).$$

**Comparison.** All three responses share the limit $\chi(0)=-k_F/(2\pi^2)$. The Pauli-Gaussian has Lindhard's $\eta^2$ coefficient exactly; LKT's is $1.479/(1/3)=4.437$ times too large. In $\chi/\chi(0)$ the same coefficients appear as $-c$. The verdict of the tempting solution on the Gaussian was therefore wrong. Agreement requires $m=40/27$; a factor $1/\cosh(as)$ would meet this with $a=\sqrt{80/27}\approx1.721$ instead of $1.3$.

The agreement ends at the next order. The functionals have no $\eta^4$ term in $K$, while Lindhard has $8/45$. In $\chi/\chi(0)$ the Gaussian has $+\eta^4/9$ where Lindhard has $-\eta^4/15$.

## A gas with $r_s=3$ bohr

Here $k_F=0.6397$ bohr$^{-1}$, so $K(0)=2\pi^2/0.6397=30.86$ Ry bohr$^3$. The coefficient of $q^2$ in $K$ is $cK(0)/(4k_F^2)$, with $4k_F^2=1.637$ bohr$^{-2}$:

- LKT: $1.479\times30.86/1.637=27.88$ Ry bohr$^5$ ($15.74$ eV Å$^5$);
- Pauli-Gaussian and Lindhard: $30.856/(3\times1.637)=6.283$ Ry bohr$^5$ ($3.547$ eV Å$^5$).

The inverse responses divided by $K(0)$ are:

| $\eta$ | LKT | Gaussian | Lindhard |
|---|---|---|---|
| 0.2 | 1.059 | 1.013 | 1.014 |
| 0.5 | 1.370 | 1.083 | 1.097 |
| 1.0 | 2.479 | 1.333 | 2.000 |
| 2.0 | 6.916 | 2.333 | 11.361 |

A larger $K$ means a stiffer gas. At $\eta=0.5$ LKT gives a density response $1.097/1.370=0.80$ times Lindhard's, whereas the Gaussian's is about 1% too large. At $\eta=1$ the order of merit is reversed: LKT's response is 19% below Lindhard's and the Gaussian's is 50% above it. A correct small-$q$ coefficient does not ensure the smaller error at $q=2k_F$. The LKT curve crosses Lindhard's at $\eta=1.093$; beyond that LKT is too soft. The Gaussian stayed too soft at all points tested between $\eta=0.1$ and $4$.

## Short waves and the order of limits

For large $\eta$ the logarithm is $2(\eta^{-1}+\eta^{-3}/3+\eta^{-5}/5+\dots)$, which gives

$$F=\frac1{3\eta^2}+\frac1{15\eta^4}+\dots,\qquad \frac1F=3\eta^2-\tfrac35+\dots$$

The leading term is the von Weizsäcker value $c=3$. Both functionals contain the full von Weizsäcker term, and both Pauli factors vanish at large $s$, so one might expect them to reach this limit. In linear response they do not: $s\approx A\eta$ tends to zero with $A$ at any fixed $\eta$, and the Pauli term continues to subtract $\tfrac95m\,\eta^2$.

At fixed amplitude the outcome differs. Define a finite-amplitude slope by

$$\left[\frac{4\Delta t}{n_0^2A^2K(0)}-1\right]\frac1{\eta^2}.$$

For $A=0.01$ it is:

| $A\eta$ | LKT | Gaussian |
|---|---|---|
| 0.01 | 1.479 | 0.3335 |
| 1 | 1.99 | 1.36 |
| 30 | 2.996 | 2.996 |

The last row can be estimated. At large $A\eta$ the Pauli energy is nearly extinguished, which lowers $\Delta t$ by almost $t_0$. Since $K(0)n_0^2A^2/4=5t_0A^2/18$, the slope falls below 3 by about $3.6/(A\eta)^2=0.004$. The estimate drops a correction of order $A^2$: at finite amplitude the von Weizsäcker term alone gives the slope $6\langle\sin^2 qx/(1+A\cos qx)\rangle=3+\tfrac34A^2+\dots$, which is the limit at fixed $A$ and differs from 3 by less than $10^{-4}$ here. The approach to the von Weizsäcker slope is thus a property of waves with $A\eta\gg1$, outside linear response. The boxed formula needs $A\eta\ll1$ as well as $A\ll1$.

The energies of modulated densities reproduce $c$ for both functionals, and diagonalizing a gas in a weak cosine potential agrees with the Lindhard integral at $\eta=0.6$; the values are in the numerical output.

## Computed results

```
r_s = 3.0 bohr
density n0 = 0.008842 bohr^-3
Fermi wave number kF = 0.63972 bohr^-1
Thomas-Fermi kernel 2 pi^2/kF = 30.8560 Ry bohr^3
same, from modulated energies = 30.8560 Ry bohr^3
chi(q->0) = -0.032409 Ry^-1 bohr^-3
m: LKT 0.8450, PG 1.481481 (dimensionless)
Coefficient of eta^2 in inverse response (dimensionless):
  LKT formula 1.47900, from energies 1.47900
  PG  formula 0.33333, from energies 0.33333
  Lindhard from quadrature 0.33333
  ratio LKT/Lindhard = 4.4370
  ratio PG/Lindhard = 1.0000
Lindhard eta^4 coefficient: quadrature 0.1777, 8/45 = 0.1778
sech parameter matching Lindhard = 1.72133, c = 0.33333
Coefficient of q^2 in K(q):
  LKT: 27.8785 Ry bohr^5 = 15.7397 eV Angstrom^5
  PG: 6.2832 Ry bohr^5 = 3.5474 eV Angstrom^5
  Lindhard: 6.2832 Ry bohr^5 = 3.5474 eV Angstrom^5
Normalized inverse response: eta, LKT, PG, Lindhard
  0.1  1.01479  1.00333  1.00335
  0.2  1.05916  1.01333  1.01363
  0.5  1.36975  1.08333  1.09652
  1.0  2.47900  1.33333  2.00000
  1.5  4.32775  1.75000  6.07163
  2.0  6.91600  2.33333  11.36100
LKT crosses Lindhard at eta = 1.0929
Lindhard inverse minus 3 eta^2 at eta = 20: -0.6003
chi at eta = 0.6: diagonalization -0.028185, quadrature -0.028185 Ry^-1 bohr^-3
Finite-amplitude slope, A = 0.01: eta, A*eta, LKT, PG
  1  0.01  1.4791  0.3335
  100  1.00  1.9935  1.3601
  3000  30.00  2.9962  2.9961
```
